# ZORA and Dirac energies of a hydrogenlike ion by coordinate scaling: verification in Python

```python
"""
Result under test: for one electron in V(r) = -Z/r the ZORA eigenvalue E and
the Dirac energy eps (rest energy removed) obey, for each bound state,
    E = eps / lam,   lam = 1 + eps / (2 c^2).
Atomic units; c = 1/alpha; kappa = relativistic angular quantum number;
P, Q = radial large and small components; gamma = sqrt(kappa^2 - (Z/c)^2).
Matrices are built from the radial operators by quadrature and diagonalized;
a separate integration of Q/P treats point and finite nuclei.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre

c = 1.0 / const.fine_structure
EV = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0]
TWO_C2 = 2.0 * c**2


def radial_basis(Z, kappa, size=30):
    """Functions F and (d/dr + kappa/r)F on a logarithmic grid."""
    gamma = np.sqrt(kappa**2 - (Z / c)**2)
    zeta = 0.6 * Z
    x = np.linspace(-35.0, np.log(300.0), 8001)
    r = np.exp(x) / Z
    weight = r * (x[1] - x[0])
    t = 2.0 * zeta * r
    envelope = r**gamma * np.exp(-zeta * r)
    F, D = [], []
    for i in range(size):
        L = eval_genlaguerre(i, 2 * gamma, t)
        dL = -eval_genlaguerre(i - 1, 2 * gamma + 1, t) if i else 0.0 * t
        f = envelope * L
        d = envelope * (((gamma + kappa) / r - zeta) * L + 2 * zeta * dL)
        norm = np.sqrt(np.sum(weight * f * f))
        F.append(f / norm)
        D.append(d / norm)
    return r, weight, np.array(F), np.array(D)


def zora(Z, kappa, shift=0.0):
    """ZORA levels, scaled-ZORA levels and mean radii for V = -Z/r + shift."""
    r, w, F, D = radial_basis(Z, kappa)
    V = -Z / r + shift
    S = (F * w) @ F.T
    H = (D * (w * c**2 / (TWO_C2 - V))) @ D.T + (F * (w * V)) @ F.T
    B = (D * (w * c**2 / (TWO_C2 - V)**2)) @ D.T
    E, C = eigh((H + H.T) / 2, (S + S.T) / 2)
    small_norm = np.einsum("ik,ij,jk->k", C, B, C)
    radius = np.einsum("ik,ij,jk->k", C, (F * (w * r)) @ F.T, C)
    return E, E / (1.0 + small_norm), radius


def dirac(Z, kappa):
    """Four-component levels (kappa < 0) and large-component mean radii."""
    r, w, F, D = radial_basis(Z, kappa)
    n = len(F)
    S = (F * w) @ F.T
    V = (F * (-w * Z / r)) @ F.T
    K = c * (F * w) @ D.T
    H = np.block([[V, K.T], [K, V - TWO_C2 * S]])
    zero = np.zeros((n, n))
    E, C = eigh((H + H.T) / 2, np.block([[S, zero], [zero, S]]))
    keep = E > -c**2
    E, P = E[keep], C[:n, keep]
    R1 = (F * (w * r)) @ F.T
    radius = (np.einsum("ik,ij,jk->k", P, R1, P)
              / np.einsum("ik,ij,jk->k", P, S, P))
    return E, radius


def closed_dirac(Z, n, kappa):
    gamma = np.sqrt(kappa**2 - (Z / c)**2)
    ratio = (Z / c) / (n - abs(kappa) + gamma)
    return c**2 * (1.0 / np.sqrt(1.0 + ratio**2) - 1.0)


def to_zora(eps):
    return eps / (1.0 + eps / TWO_C2)


def ground_level(Z, R, guess, use_zora):
    """1s level from integrating y = Q/P; R = 0 means a point nucleus."""
    def mismatch(E):
        a = TWO_C2 if use_zora else TWO_C2 + E

        def slope(x, y, inside):
            r = np.exp(x)
            V = -Z * (3 - (r / R)**2) / (2 * R) if inside else -Z / r
            return -2 * y - r * (E - V) / c - r * (a - V) * y**2 / c

        def run(r1, r2, y, inside=False):
            s = solve_ivp(slope, (np.log(r1), np.log(r2)), [y],
                          method="DOP853", rtol=1e-11, atol=1e-14,
                          args=(inside,))
            assert s.success
            return s.y[0, -1]

        r_match = 1.0 / Z
        if R > 0:
            r0 = 1e-4 * R
            y = run(r0, R, -(E + 1.5 * Z / R) * r0 / (3 * c), True)
            y = run(R, r_match, y)
        else:
            y0 = (np.sqrt(1 - (Z / c)**2) - 1) * c / Z
            y = run(1e-6 / Z, r_match, y0)
        return y - run(30.0 / Z, r_match, -np.sqrt(-E / a))
    return brentq(mismatch, 1.02 * guess, 0.98 * guess, xtol=1e-9, rtol=1e-13)


# Map between separately diagonalized ZORA and Dirac operators.
largest_map_difference = 0.0
for charge in (20, 50, 74):
    for kappa in (-1, -2):
        EZ, scaled, rZ = zora(charge, kappa)
        ED, rD = dirac(charge, kappa)
        for k in range(3 if kappa == -1 else 2):
            n = k + abs(kappa)
            diff = abs(EZ[k] - to_zora(ED[k]))
            largest_map_difference = max(largest_map_difference, diff)
            assert diff < 1e-5
            assert abs(ED[k] - closed_dirac(charge, n, kappa)) < 1e-5
            assert abs(scaled[k] - ED[k]) < 1e-5
            assert abs(rZ[k] / rD[k] - (1 + ED[k] / TWO_C2)) < 1e-7
            assert EZ[k] < ED[k]

# Small-charge limit of the error, for n = 1 and n = 2.
EZ, _, _ = zora(10, -1)
ED, _ = dirac(10, -1)
for n in (1, 2):
    leading_light = -10**4 / (8 * n**4 * c**2)
    assert abs((EZ[n - 1] - ED[n - 1]) / leading_light - 1) < 0.02

# Worked ion.
Z = 74
EZs, scaled_s, rZs = zora(Z, -1)
EDs, rDs = dirac(Z, -1)
EZp1, scaled_p1, _ = zora(Z, 1)
EZp3, _, _ = zora(Z, -2)
gamma = np.sqrt(1 - (Z / c)**2)
eps = c**2 * (gamma - 1)
lam = (1 + gamma) / 2
E1 = -TWO_C2 * (1 - gamma) / (1 + gamma)
error = -c**2 * (1 - gamma)**2 / (1 + gamma)
assert abs(eps - EDs[0]) < 1e-5 and abs(E1 - EZs[0]) < 1e-5
assert abs(error - (EZs[0] - EDs[0])) < 1e-5
eps_p1 = closed_dirac(Z, 2, 1)
assert abs(EZp1[0] - to_zora(eps_p1)) < 1e-5
assert abs(scaled_p1[0] - eps_p1) < 1e-5

# Constant shift of the potential.
shift = 1.0
E_shift, scaled_shift, _ = zora(Z, -1, shift)
moved = E_shift[0] - EZs[0]
assert abs(moved - shift * (1 - E1 / TWO_C2)) < 1e-6
assert abs(scaled_shift[0] - (eps + shift)) < 1e-5

# Point nucleus by integration, then a uniformly charged sphere.
eps_point = ground_level(Z, 0.0, eps, False)
E_point = ground_level(Z, 0.0, E1, True)
assert abs(eps_point - eps) < 1e-5 and abs(E_point - E1) < 1e-5
mass_number = 184
R_fm = 1.2 * mass_number**(1 / 3)
R = R_fm * 1e-15 / BOHR
eps_R = ground_level(Z, R, eps, False)
E_R = ground_level(Z, R, E1, True)
lam_R = 1 + eps_R / TWO_C2
E_scaled_R = ground_level(Z, lam_R * R, E1, True)
assert abs(E_scaled_R - eps_R / lam_R) < 1e-5
map_failure = E_R - to_zora(eps_R)
assert abs(map_failure) > 1e-3
nuclear_mass = mass_number * const.atomic_mass / const.m_e
recoil = abs(eps) / nuclear_mass
self_energy_scale = (Z / c)**4 * c / np.pi
for neglected in (eps_R - eps, recoil, self_energy_scale):
    assert abs(neglected) < abs(error)

print(f"speed of light c = {c:.6f} a.u.")
print(f"2 c^2 = {TWO_C2:.3f} hartree")
print(f"nuclear charge Z = {Z}")
print(f"Z/c = {Z / c:.6f}")
print(f"gamma for 1s = {gamma:.6f}")
print(f"scale factor lambda for 1s = {lam:.6f}")
print(f"nonrelativistic 1s energy = {-Z**2 / 2:.3f} hartree")
print(f"Dirac 1s energy, closed form = {eps:.4f} hartree")
print(f"Dirac 1s energy, matrix = {EDs[0]:.4f} hartree")
print(f"ZORA 1s energy, closed form = {E1:.4f} hartree")
print(f"ZORA 1s energy, matrix = {EZs[0]:.4f} hartree")
print(f"scaled ZORA 1s energy, matrix = {scaled_s[0]:.4f} hartree")
print(f"Dirac 1s energy = {eps * EV:.1f} eV")
print(f"ZORA 1s energy = {E1 * EV:.1f} eV")
print(f"ZORA minus Dirac, 1s = {error:.4f} hartree")
print(f"ZORA minus Dirac, 1s = {error * EV:.1f} eV")
print(f"relative overbinding, 1s = {100 * error / eps:.3f} percent")
print(f"leading estimate -Z^4/(8c^2) = {-Z**4 / (8 * c**2):.3f} hartree")
print(f"mean radius, Dirac large component = {rDs[0]:.6f} bohr")
print(f"mean radius, ZORA = {rZs[0]:.6f} bohr")
print(f"largest map difference in tests = {largest_map_difference:.1e} hartree")
print("level: Dirac, ZORA, ZORA minus Dirac (all hartree)")
eps_p3 = closed_dirac(Z, 2, -2)
for label, d, z in (("2s", EDs[1], EZs[1]), ("2p1/2", eps_p1, EZp1[0]),
                    ("2p3/2", eps_p3, EZp3[0]), ("3s", EDs[2], EZs[2])):
    print(f"  {label}: {d:.4f}, {z:.4f}, {z - d:.4f}")
gap_D, gap_Z = eps_p3 - eps, EZp3[0] - EZs[0]
print(f"1s-2p3/2 interval, Dirac = {gap_D:.4f} hartree")
print(f"1s-2p3/2 interval, ZORA = {gap_Z:.4f} hartree")
print(f"error of this interval = {gap_Z - gap_D:.4f} hartree")
print(f"constant added to potential = {shift:.3f} hartree")
print(f"resulting move of ZORA 1s = {moved:.6f} hartree")
print(f"gauge error of ZORA 1s = {moved - shift:.6f} hartree")
print(f"move of scaled ZORA 1s = {scaled_shift[0] - scaled_s[0]:.6f} hartree")
print(f"mass number used = {mass_number}")
print(f"rough nuclear sphere radius = {R_fm:.2f} fm")
print(f"finite-nucleus shift, Dirac 1s = {eps_R - eps:.4f} hartree")
print(f"finite-nucleus shift, ZORA 1s = {E_R - E1:.4f} hartree")
print(f"ZORA minus Dirac with finite nucleus = {E_R - eps_R:.4f} hartree")
print(f"failure of simple map at fixed radius = {map_failure:.4f} hartree")
print(f"nuclear recoil scale = {recoil:.4f} hartree")
print(f"self-energy scale, no coefficient = {self_energy_scale:.3f} hartree")
print("tests ok")
```

Output:

```
speed of light c = 137.035999 a.u.
2 c^2 = 37557.730 hartree
nuclear charge Z = 74
Z/c = 0.540004
gamma for 1s = 0.841662
scale factor lambda for 1s = 0.920831
nonrelativistic 1s energy = -2738.000 hartree
Dirac 1s energy, closed form = -2973.4006 hartree
Dirac 1s energy, matrix = -2973.4006 hartree
ZORA 1s energy, closed form = -3229.0398 hartree
ZORA 1s energy, matrix = -3229.0398 hartree
scaled ZORA 1s energy, matrix = -2973.4006 hartree
Dirac 1s energy = -80910.4 eV
ZORA 1s energy = -87866.6 eV
ZORA minus Dirac, 1s = -255.6392 hartree
ZORA minus Dirac, 1s = -6956.3 eV
relative overbinding, 1s = 8.598 percent
leading estimate -Z^4/(8c^2) = -199.603 hartree
mean radius, Dirac large component = 0.018131 bohr
mean radius, ZORA = 0.016695 bohr
largest map difference in tests = 2.9e-11 hartree
level: Dirac, ZORA, ZORA minus Dirac (all hartree)
  2s: -758.6756, -774.3170, -15.6414
  2p1/2: -758.6756, -774.3170, -15.6414
  2p3/2: -697.4518, -710.6486, -13.1968
  3s: -330.1539, -333.0819, -2.9280
1s-2p3/2 interval, Dirac = 2275.9488 hartree
1s-2p3/2 interval, ZORA = 2518.3912 hartree
error of this interval = 242.4424 hartree
constant added to potential = 1.000 hartree
resulting move of ZORA 1s = 1.085975 hartree
gauge error of ZORA 1s = 0.085975 hartree
move of scaled ZORA 1s = 1.000000 hartree
mass number used = 184
rough nuclear sphere radius = 6.83 fm
finite-nucleus shift, Dirac 1s = 1.0578 hartree
finite-nucleus shift, ZORA 1s = 1.4313 hartree
ZORA minus Dirac with finite nucleus = -255.2657 hartree
failure of simple map at fixed radius = 0.1838 hartree
nuclear recoil scale = 0.0089 hartree
self-energy scale, no coefficient = 3.709 hartree
tests ok
```
